\section*{How much does tenfold faster cooling raise the glass temperature?}

\section*{Question}

A glass-forming liquid is cooled at a constant rate until its structure stops responding. If the cooling is made ten times faster, by how many kelvin does the glass temperature rise, which property of the liquid sets the shift, and how far can a one-line estimate be trusted? Take as an example a liquid with reference glass temperature 320 K and fragility 80.

\section*{What is being compared}

Let $\tau(T)$ be the equilibrium structural relaxation time. The reference temperature $T_g$ is defined by $\tau(T_g)=\tau_g=100$ s. The fragility is the slope at that point in a plot of $\log_{10}\tau$ against $T_g/T$:
\begin{equation}
m=\left.\frac{d\log_{10}\tau}{d(T_g/T)}\right|_{T_g}.
\end{equation}

The glass temperature of a cooled sample needs a separate definition, because it depends on the cooling rate $q>0$. The structure is described by a fictive temperature $T_f$, the temperature at which the present structure would be in equilibrium. In the liquid $T_f=T$. On cooling, $T_f$ lags behind $T$ and finally stops changing. That frozen value is the glass temperature used here. The question concerns the rate of cooling into the glass, not the rate of a later heating scan.

\section*{The estimate}

Since $d(T_g/T)=-(T_g/T^2)\,dT$, which at $T=T_g$ is $-dT/T_g$, the fragility fixes the slope in temperature:
\begin{equation}
\left.\frac{d\log_{10}\tau}{dT}\right|_{T_g}=-\frac{m}{T_g}.
\end{equation}
Multiplying by $\ln 10$ gives the slope of $\ln\tau$, so near $T_g$
\begin{equation}
\tau(T)\simeq\tau_g\,e^{-a(T-T_g)},\qquad a=\frac{m\ln 10}{T_g}.
\label{eq:local}
\end{equation}

Cooling by $1/a$ lengthens $\tau$ by a factor $e$, and this takes a time $1/(qa)$. The liquid keeps up while $\tau$ is shorter than this time and falls behind when the two are comparable:
\begin{equation}
q\,a\,\tau(T)\sim 1.
\label{eq:criterion}
\end{equation}
Let the condition hold at $T_1$ for rate $q$ and at $T_2$ for rate $10q$. The unknown constant on the right is the same in both cases and cancels:
\begin{equation}
10=\frac{\tau(T_1)}{\tau(T_2)}=e^{a(T_2-T_1)}
\quad\Longrightarrow\quad
T_2-T_1=\frac{\ln 10}{a}=\frac{T_g}{m}.
\label{eq:rule}
\end{equation}
For the example,
\begin{equation}
\frac{T_g}{m}=\frac{320\ \mathrm{K}}{80}=4\ \mathrm{K}.
\end{equation}

The shift is small because $\tau$ is so steep: $a=0.576\ \mathrm{K^{-1}}$, so $\tau$ changes by a factor $e$ in 1.74 K. The same slope can be written as an apparent activation energy,
\begin{equation}
E=\left.\frac{d\ln\tau}{d(1/k_BT)}\right|_{T_g}
=m\ln 10\;k_BT_g=5.08\ \mathrm{eV}.
\end{equation}
This is a measure of slope and need not be the height of any single barrier. At fixed $T_g$ the shift is inversely proportional to $m$: it is 4.57 K for $m=70$ and 3.56 K for $m=90$.

\section*{Does the freezing criterion matter?}

Equation (\ref{eq:criterion}) is a comparison of time scales, and real relaxation is neither exponential in time nor governed by $T$ alone. For a log-linear $\tau$ the result nevertheless survives without any criterion. Suppose that each small temperature step is followed by a response $\phi(\xi)$, where the reduced time $\xi$ is the integral of $dt/\tau$ since the step. The choice used in the calculations below is $\phi=\exp(-\xi^\beta)$. Superposing the steps of a steady cooling that started in equilibrium far above $T_g$ gives
\begin{equation}
T_f(T)=T+\int_T^\infty dT'\,
\phi\!\left(\frac1q\int_T^{T'}\frac{dT''}{\tau(T'',T_f(T''))}\right).
\label{eq:super}
\end{equation}
The sign is positive because every downward step leaves $T_f$ above $T$. The time spent in $dT''$ is $dT''/q$. Let the relaxation time depend on both temperatures,
\begin{equation}
\ln\frac{\tau(T,T_f)}{\tau_g}=-a\left[x(T-T_g)+(1-x)(T_f-T_g)\right],
\quad 0<x\le1,
\label{eq:tnm}
\end{equation}
which reduces to (\ref{eq:local}) when $T_f=T$.

Given the solution $T_f(T)$ for rate $q$, define the shifted curve $G(T)=T_f(T-\Delta)+\Delta$. Evaluating (\ref{eq:super}) at $T-\Delta$, adding $\Delta$, and moving both integration variables up by $\Delta$ gives
\begin{equation}
G(T)=T+\int_T^\infty dT'\,
\phi\!\left(\frac1q\int_T^{T'}\frac{dT''}{\tau(T''-\Delta,\,G(T'')-\Delta)}\right).
\end{equation}
Lowering both arguments of (\ref{eq:tnm}) by $\Delta$ raises $\ln\tau$ by $a\Delta[x+(1-x)]=a\Delta$. Hence
\begin{equation}
\frac{1}{q\,\tau(T''-\Delta,G-\Delta)}
=\frac{1}{q\,e^{a\Delta}\,\tau(T'',G)} .
\end{equation}
So $G$ satisfies the original equation with rate $qe^{a\Delta}$. Its frozen value is higher by $\Delta$. Setting $e^{a\Delta}=10$ gives $\Delta=T_g/m$, whatever the values of $x$ and $\beta$.

Stepwise solutions of this cooling problem at 1 and 10 K/min agree. For $m=80$, simple exponential relaxation with $x=1$ freezes at 318.93 and 322.93 K. With $x=0.5$ and $\beta=0.55$ the values are 315.50 and 319.50 K. The details of relaxation move both glass temperatures by more than 3 K, but the difference stays at 4.00 K. For $m=40$, $x=0.5$ and $\beta=0.70$ the difference is 8.00 K.

\section*{The effect of a curved relaxation law}

The remaining assumption is that $\ln\tau$ is linear in temperature. In general it is curved, even for an Arrhenius law, and for fragile liquids the Vogel--Fulcher--Tammann law is a convenient description:
\begin{equation}
\log_{10}(\tau/\mathrm{s})=A+\frac{B}{T-T_0}.
\label{eq:vft}
\end{equation}
Let $N=\log_{10}(\tau_g/\mathrm{s})-A$ be the number of decades between the high-temperature limit and $\tau_g$. Then $B=N(T_g-T_0)$. Differentiating (\ref{eq:vft}) gives
\begin{equation}
m=\frac{T_gB}{(T_g-T_0)^2}=\frac{NT_g}{T_g-T_0}
\quad\Longrightarrow\quad
T_g-T_0=\frac{NT_g}{m}.
\end{equation}
With $A=-14$, $N=16$, so $T_g-T_0=16\times4=64$ K, $T_0=256$ K and $B=16\times64=1024$ K.

Suppose first that freezing occurs at a fixed product $q\tau$, starting from $T_g$. Cooling faster by $n$ decades requires $B/(T-T_0)=N-n$. Therefore
\begin{align}
T-T_g&=\frac{B}{N-n}-(T_g-T_0)
=(T_g-T_0)\left(\frac{N}{N-n}-1\right)\nonumber\\
&=(T_g-T_0)\frac{n}{N-n}
=\frac{nT_g}{m}\,\frac{N}{N-n}.
\label{eq:ndec}
\end{align}
One decade gives $4\times16/15=4.27$ K. Three decades give $12\times16/13=14.8$ K instead of 12 K, so the linear rule should not be stretched over many decades.

In the strong-liquid limit, $T_0=0$ and the law is Arrhenius. Then $m=N=16$, and at the same $T_g$ the simple rule gives 20 K per decade, while (\ref{eq:ndec}) gives 21.3 K. At equal $T_g$, a strong liquid thus has a glass temperature much more sensitive to cooling rate than a fragile one.

A different criterion is that $q|d\tau/dT|$ be fixed. From (\ref{eq:vft}), $|d\tau/dT|=\ln10\,\tau B/(T-T_0)^2$, so
\begin{equation}
\log_{10}q=\mathrm{const}-\log_{10}\tau+2\log_{10}(T-T_0).
\end{equation}
Differentiating at $T_g$ and using $1/(T_g-T_0)=m/(NT_g)$,
\begin{equation}
\frac{d\log_{10}q}{dT}
=\frac{m}{T_g}+\frac{2}{\ln10\,(T_g-T_0)}
=\frac{m}{T_g}\left(1+\frac{2}{N\ln10}\right).
\end{equation}
The inverse is 3.79 K per decade locally. Over a full decade upward from $T_g$, curvature brings the shift to 4.03 K. With a curved law the choice of criterion therefore matters at the level of several per cent.

\section*{A full cooling calculation}

To replace the criterion by a calculation, the curved law must be extended to the nonequilibrium glass. One extension, of Adam--Gibbs type, is
\begin{equation}
\log_{10}(\tau/\mathrm{s})=A+\frac{B}{T(1-T_0/T_f)},
\label{eq:ag}
\end{equation}
which returns (\ref{eq:vft}) when $T_f=T$. With $\beta=0.55$ and cooling from 400 to 200 K, the frozen values are:
\begin{center}
\begin{tabular}{cc}
$q$ (K/min) & frozen $T_f$ (K)\\
0.1 & 310.05\\
1 & 313.08\\
10 & 316.47\\
100 & 320.29
\end{tabular}
\end{center}
From 1 to 10 K/min the shift is 3.39 K, which is 15\% below $T_g/m$. The deviation is larger than either criterion applied at $T_g$ suggested, and has the opposite sign to that of (\ref{eq:ndec}).

The table itself shows the reason. At 1 and 10 K/min this model freezes below 320 K, where the equilibrium curve is steeper. Inserting the frozen temperatures into the equilibrium law (\ref{eq:vft}) gives
\begin{align}
\log_{10}\tau(313.08\ \mathrm{K})&=-14+\frac{1024}{57.08}=3.94,\\
\log_{10}\tau(316.47\ \mathrm{K})&=-14+\frac{1024}{60.47}=2.93,
\end{align}
with $\tau$ in seconds. The difference is 1.01 decades for one decade in rate, and the other two intervals in the table give the same figure. The frozen states thus lie at nearly constant $q\tau(T_f)$. The local shift per decade is then
\begin{equation}
\left|\frac{d\log_{10}\tau}{dT}\right|^{-1}=\frac{(T-T_0)^2}{B},
\end{equation}
equal to 3.18 K at 313.08 K and 3.57 K at 316.47 K, on either side of the calculated 3.39 K. For the same reason the shift depends on the rate: the table gives 3.03 K from 0.1 to 1 K/min and 3.82 K from 10 to 100 K/min, which are 24\% and about 5\% below $T_g/m$. The rule works best when $T_g$ and $m$ are both taken at the temperature where the sample actually freezes, rather than where $\tau=100$ s.

Why does freezing lie so low? At fixed structure, (\ref{eq:ag}) makes $\tau$ rise slowly on cooling. Its slope at $T=T_f=T_g$ is
\begin{equation}
-\left.\frac{\partial\log_{10}\tau}{\partial T}\right|_{T_f}
=\frac{B}{T_g(T_g-T_0)}=\frac{N}{T_g},
\end{equation}
which is the equilibrium slope $m/T_g$ multiplied by $N/m=0.2$. The partly arrested liquid therefore goes on relaxing over a wide range of temperature, and $T_f$ drifts down further. Stretching also lowers the frozen value, but less. At 1 K/min, setting $\beta=1$ in (\ref{eq:ag}) raises the frozen $T_f$ from 313.1 to 314.8 K, whereas keeping $\beta=0.55$ and letting $\tau$ follow (\ref{eq:vft}) at the actual temperature, with no dependence on $T_f$, raises it to 318.5 K.

With the same $T_g$, $A$ and $\beta$, the calculated shift from 1 to 10 K/min is 7.00 K for $m=40$ and 2.21 K for $m=120$, against 8.00 and 2.67 K from the rule. The decrease with fragility is confirmed, with errors of 12 to 17\% relative to $T_g/m$.

\section*{Measurement and storage}

A calorimeter adds thermal lag. Consider a slab of thickness $L$ and thermal diffusivity $D$, cooled at the face $z=0$ and insulated at $z=L$. In steady cooling every point cools at rate $q$, so the excess $u(z)$ over the surface temperature obeys $Du''=-q$ with $u(0)=0$ and $u'(L)=0$. Integrating twice,
\begin{equation}
u(z)=\frac qD\left(Lz-\frac{z^2}{2}\right),\qquad u(L)=\frac{qL^2}{2D}.
\end{equation}
For $L=0.5$ mm, $D=0.10\ \mathrm{mm^2/s}$ and $q=10$ K/min, this is 0.21 K. At 1 K/min it is ten times smaller. If the temperature is read at the cooled face itself, conduction within the sample can hide up to about 0.2 K of the shift. A real sensor is separated from the sample by a contact with heat-transfer coefficient $h$, which adds a lag $q\rho cL/h$, with $\rho c$ the heat capacity per volume. For illustrative values $\rho c=1.8\times10^6\ \mathrm{J\,m^{-3}K^{-1}}$ and $h=1000$ or $200\ \mathrm{W\,m^{-2}K^{-1}}$ this is 0.15 or 0.75 K at 10 K/min, so the instrument lag can exceed the slab estimate and must be calibrated.

Storage matters more. Continuing the calculation with (\ref{eq:ag}), let the samples cooled at 1 and 10 K/min be held at 300 K. They arrive with $T_f=314.35$ and 317.61 K. After a day the values are 309.52 and 309.83 K, and after a year 303.79 and 303.87 K. The initial difference of 3.3 K has shrunk to 0.3 K in a day and to less than 0.1 K in a year.

This happens although the equilibrium relaxation time at 300 K is 59 years, because the relaxation time of the glass depends on its structure. Equation (\ref{eq:ag}) at $T=300$ K gives about 7 hours for the slowly cooled glass on arrival and about 1 hour for the fast-cooled one. The latter relaxes sooner and nearly catches up. In this model, then, the rule describes fresh glasses, and storage only 20 K below $T_g$ largely erases the record of the cooling rate. The erasure depends on how strongly $\tau$ depends on structure. If $\tau$ follows (\ref{eq:vft}) at the actual temperature alone, with the same $\beta$, the difference of 3.9 K on arrival is still 3.5 K after a year.

\section*{Where the rule applies}

The parameters are round inputs, not measurements on a particular material. The structural share of the temperature dependence implied by (\ref{eq:ag}) is large: the factor 0.2 found above plays the role of $x$ in (\ref{eq:tnm}), so near $T_g$ about 80\% of the dependence is carried by $T_f$. The low freezing temperatures and the fast ageing at 300 K should be read with that in mind. Glassy films made by vapour deposition break a basic assumption, since they are not cooled from the liquid. Their initial $T_f$ depends on substrate temperature and deposition rate, and can lie tens of kelvin below that of a liquid-cooled glass, which is much more than 4 K. The rule applies to such a film if it has been heated above $T_g$, equilibrated, and cooled again at a known rate.

For a liquid-cooled sample with $T_g=320$ K and $m=80$, the estimate is a rise of about 4 K per decade of cooling rate, set by the fragility. In the curved, nonlinear model studied, the calculated rise is smaller than this by about 5 to 24\% for rates between 0.1 and 100 K/min, with the largest deviation at the slowest rates. The size and even the sign of the deviation depend on the nonequilibrium model. With the same equilibrium law and $\beta$ but $\tau$ depending on $T$ alone, the three successive shifts lie 14\% below, 3.5\% below and 9\% above $T_g/m$. With (\ref{eq:ag}) and $\beta=0.3$ they lie 30, 22 and 12\% below.

\section*{Computed results}
\begin{verbatim}
T_g = 320 K, m = 80, tau(T_g) = 100 s
simple shift per decade T_g/m = 4.000 K
shift for m = 70: 4.57 K; for m = 90: 3.56 K
a = m ln10/T_g = 0.5756 1/K, 1/a = 1.737 K
apparent activation energy at T_g = 5.080 eV
rate with q a tau(T_g) = 1: 1.042 K/min
VFT: A = -14, N = 16, B = 1024 K, T0 = 256 K
fragility from finite differences = 80.0000
log-linear tau, simulated shift from 1 to 10 K/min:
  m=80 x=1.0 beta=1.00: T_f 318.93 -> 322.93 K, shift 4.000 K
  m=80 x=0.5 beta=0.55: T_f 315.50 -> 319.50 K, shift 4.000 K
  m=40 x=0.5 beta=0.70: T_f 309.94 -> 317.94 K, shift 8.000 K
VFT, equal q*tau, 1 decade(s): shift 4.267 K (linear rule 4.0 K)
VFT, equal q*tau, 3 decade(s): shift 14.769 K (linear rule 12.0 K)
VFT, equal q*|dtau/dT|: local slope 3.794 K/decade, formula 3.794
VFT, equal q*|dtau/dT|, 1 decade: shift 4.026 K
full nonlinear cooling, beta = 0.55:
  q =   0.1 K/min: frozen T_f = 310.05 K
  q =   1.0 K/min: frozen T_f = 313.08 K
  q =  10.0 K/min: frozen T_f = 316.47 K
  q = 100.0 K/min: frozen T_f = 320.29 K
  successive shifts per decade = 3.03, 3.39, 3.82 K
  1 to 10 K/min: 3.390 K, -15.2 % from T_g/m
  m = 40: simulated 7.00 K, T_g/m = 8.00 K
  m = 120: simulated 2.21 K, T_g/m = 2.67 K
slab: thickness 0.5 mm, diffusivity 0.10 mm2/s
thermal lag at 10 K/min = 0.208 K (formula 0.208 K)
storage at 300 K, T_f on arrival / after a day / after a year:
  cooled at  1.0 K/min: 314.35 / 309.52 / 303.79 K
  cooled at 10.0 K/min: 317.61 / 309.83 / 303.87 K
  difference between the two glasses: 3.255 / 0.316 / 0.084 K
equilibrium tau at 300 K = 59.4 years
\end{verbatim}
